# Domain states and strain-compatible ferroelastic walls from cubic to tetragonal

## A mismatch that disappears at 45 degrees

A model cubic crystal with edge 4.00 Å becomes tetragonal, with \(a=3.980\) Å and \(c=4.040\) Å. One domain has its \(c\) axis along \(x\), its neighbour along \(y\). If the wall between them is normal to \([100]\), the two sides disagree by 1.5% of the cubic edge about a length in the wall. If the normal is turned by 30° towards \([010]\), the mismatch falls to 0.75%. At 45° it is zero.

Two questions arise: how many domain states the transition produces, and which pairs of them can meet without stress. The first is answered by group theory, the second by the geometry of strain.

## Domain states are cosets

Let \(G\) be the space group of the cubic phase and \(S\) one particular distorted crystal. Operations and atomic displacements are referred to the undistorted lattice, and the homogeneous strain is recorded separately. The operations of \(G\) that leave \(S\) unchanged form the subgroup \(H\).

The free energy is invariant under \(G\), so every crystal \(gS\), with \(g\) in \(G\), has the same free energy as \(S\). These crystals are the domain states. Two operations give the same state when

\[
gS=g'S \iff g^{-1}g'S=S \iff g^{-1}g'\in H \iff g'\in gH .
\]

Each left coset \(gH\) is therefore one domain state, and the number of states is the index \([G:H]\).

Both groups are infinite, so the index is not a ratio of their orders. It can be split with the translation groups \(T_G\) and \(T_H=H\cap T_G\). We assume a commensurate distortion, for which \([T_G:T_H]\) is finite. Define

\[
M=HT_G=\{ht:\ h\in H,\ t\in T_G\}.
\]

This is a group because \(T_G\) is normal in \(G\): in \((ht)(h't')=hh'\,(h'^{-1}th')\,t'\) the bracket is again a translation of \(G\). Since \(H\subset M\subset G\),

\[
[G:H]=[G:M]\,[M:H].
\]

**Orientation states.** Both \(G\) and \(M\) contain all of \(T_G\). Dividing it out leaves the point groups \(P_G\) and \(P_H\), so \([G:M]=|P_G|/|P_H|\). States in the same coset of \(M\) differ by a lattice translation of the cubic phase: \(ghtS=t'ghS=t'gS\), where \(t'=(gh)t(gh)^{-1}\).

**Antiphase states.** Any element \(ht\) of \(M\) can be written \(t'h\) with \(t'=hth^{-1}\), so its coset is \(t'hH=t'H\). Two translations give the same coset when \(t^{-1}t'\) lies in \(H\), hence in \(T_H\). Therefore \([M:H]=[T_G:T_H]=v_H/v_G\), the ratio of primitive-cell volumes before strain.

Together,

\[
\boxed{[G:H]=\frac{|P_G|}{|P_H|}\,\frac{v_H}{v_G}}
\]

The first factor counts orientations, the second the antiphase states of each orientation.

## Perovskite examples

Take corner-sharing octahedra in \(Pm\bar3m\), with \(|P_G|=48\). Let the integers \(n_1,n_2,n_3\) label the octahedra, and rotate each one about \(z\).

If the sense of rotation alternates as \((-1)^{n_1+n_2+n_3}\), the subgroup is \(I4/mcm\). Its point group has 16 elements. The surviving translations have even \(n_1+n_2+n_3\), so the primitive cell doubles. There are \((48/16)\times2=6\) states.

If the sense alternates as \((-1)^{n_1+n_2}\), the subgroup is \(P4/mbm\), and the count is again \(3\times2=6\). Here \(T_H\) is not normal in \(G\): the translation \((0,0,1)\) preserves the pattern, but a threefold rotation turns it into \((1,0,0)\), which reverses all the tilts. The derivation did not need normality of \(T_H\).

A uniform polar shift along \(z\) gives \(P4mm\), and combining it with the first tilt gives \(I4cm\).

| Subgroup | Orientation | Antiphase | Total |
|---|---:|---:|---:|
| \(I4/mcm\) | 3 | 2 | 6 |
| \(P4/mbm\) | 3 | 2 | 6 |
| \(P4mm\) | 6 | 1 | 6 |
| \(I4cm\) | 6 | 2 | 12 |

Strain sees fewer states. A tetragonal strain is left unchanged by 16 of the 48 point operations, so there are \(48/16=3\) strain states in every row. In \(P4mm\), opposite polarizations are different orientation states with the same strain.

## Six Landau minima, three strains

Let \(\boldsymbol\eta=(\eta_1,\eta_2,\eta_3)\) be either the polar vector or the amplitudes of the first tilt pattern about the three cubic axes. Write \(\eta^2=\sum_i\eta_i^2\) and \(Q=\eta_1^2\eta_2^2+\eta_2^2\eta_3^2+\eta_3^2\eta_1^2\). In mean field and to fourth order, with normal strains \(e_i\), take

\[
f=\frac A2\eta^2+\frac B4\eta^4+\frac K2Q+\frac C2\sum_i e_i^2
-g_c\sum_i e_i\left(\eta_i^2-\frac{\eta^2}{3}\right).
\]

Here \(C>0\) is a stiffness and \(g_c\) the strain coupling. A stress-free domain has \(\partial f/\partial e_i=0\), which gives

\[
e_i=\frac{g_c}{C}\left(\eta_i^2-\frac{\eta^2}{3}\right).
\]

Inserting this, the two strain terms combine to \(-(g_c^2/2C)\sum_i(\eta_i^2-\eta^2/3)^2\). The sum is

\[
\sum_i\eta_i^4-\frac23\eta^4+\frac13\eta^4
=(\eta^4-2Q)-\frac13\eta^4=\frac23\eta^4-2Q .
\]

The relaxed energy thus has the original form without strain, but with

\[
B_{\rm eff}=B-\frac{4g_c^2}{3C},\qquad
K_{\rm eff}=K+\frac{2g_c^2}{C}.
\]

Let \(A<0\), \(B_{\rm eff}>0\) and \(K_{\rm eff}>0\). At fixed \(\eta\) the energy is least when \(Q=0\), so only one component is nonzero. Minimizing \(A\eta^2/2+B_{\rm eff}\eta^4/4\) then gives \(\eta_0^2=-A/B_{\rm eff}\). There are six minima, \(\pm\eta_0\) along each axis. For the tilt, the two signs are antiphase states; for the polar shift, they are orientation states. The strain is even in \(\boldsymbol\eta\), so both signs share it.

In reduced units choose \(A=-1\), \(B=1.03\), \(K=0.5\), \(C=100\), \(g_c=1.5\). Then \(B_{\rm eff}=1.03-0.03=1.00\), \(K_{\rm eff}=0.545\) and \(\eta_0^2=1\). The strains along and across the tetragonal axis are

\[
e_c=\frac{1.5}{100}\cdot\frac23=0.010,\qquad
e_a=-\frac{1.5}{100}\cdot\frac13=-0.005 .
\]

Their difference is \(\delta=e_c-e_a=0.015\). With the cubic edge \(a_0=4.00\) Å, \(a=a_0(1+e_a)=3.980\) Å and \(c=a_0(1+e_c)=4.040\) Å.

This model keeps only one of the two couplings of normal strain to \(\eta_i^2\) that cubic symmetry allows, and it sets the elastic constant \(C_{12}\) to zero. A volume coupling \(-g_0\eta^2\sum_ie_i\) would add \(g_0\eta^2/C\) to every \(e_i\) and lower \(B_{\rm eff}\) by \(6g_0^2/C\). A term \(C_{12}\sum_{i<j}e_ie_j\) would replace \(C\) by \(C-C_{12}\) in the traceless strain. Both change the values of \(e_a\), \(e_c\) and \(\delta\), but not the tetragonal form of the strain, and an isotropic part cancels in the difference between domains. The model also omits shear strain. Adding \(\sum_{i<j}(\tfrac12C_se_{ij}^2-g_se_{ij}\eta_i\eta_j)\) with \(C_s>0\) gives \(e_{ij}=g_s\eta_i\eta_j/C_s\) and an energy \(-g_s^2Q/(2C_s)\). This lowers \(K_{\rm eff}\) by \(g_s^2/C_s\). The six minima survive if the corrected coefficient stays positive, and the shear vanishes at each of them.

## When two domains fit

Cut an undistorted crystal by the plane \(\mathbf n\cdot\mathbf x=0\). Let the two halves undergo homogeneous deformations \(F_1\) and \(F_2\), with positive determinants. We allow one half to rotate rigidly, because this costs no strain energy.

A coherent wall requires each vector \(\mathbf x\) in the plane to have the same final length on both sides:

\[
\mathbf x^T(C_1-C_2)\mathbf x=0,\qquad C_k=F_k^TF_k .
\]

This is also sufficient. For two vectors in the plane,

\[
\mathbf x^TC_k\mathbf y=\tfrac12\left[(\mathbf x+\mathbf y)^TC_k(\mathbf x+\mathbf y)
-\mathbf x^TC_k\mathbf x-\mathbf y^TC_k\mathbf y\right],
\]

so equal lengths imply equal angles. The map \(F_1\mathbf x\mapsto F_2\mathbf x\) is then a rigid map between planes. If \(\mathbf t_1,\mathbf t_2\) span the original plane, sending the direction of \(F_1\mathbf t_1\times F_1\mathbf t_2\) to that of \(F_2\mathbf t_1\times F_2\mathbf t_2\) extends it to a proper rotation \(R_w\). The positive determinants keep the two halves on opposite sides of the wall.

For small deformation write \(F_k=1+e^{(k)}+\omega^{(k)}\), with symmetric strain \(e\) and antisymmetric rotation \(\omega\). To first order \(\omega+\omega^T=0\), so \(C_k=1+2e^{(k)}\). The condition becomes Sapriel's equation,

\[
\boxed{(e^{(1)}_{ij}-e^{(2)}_{ij})x_ix_j=0
\quad\text{for every }\mathbf x\text{ in the wall}}
\]

with summation over repeated indices. If the two strains are equal, as for antiphase domains, it places no restriction on the wall. Compatibility does not determine wall energy, and it does not include electrostatics.

## The determinant test

Set \(\Delta=e^{(1)}-e^{(2)}\neq0\). The states are related by a point operation \(R\), so \(e^{(2)}=Re^{(1)}R^T\). Their traces agree, and \(\operatorname{tr}\Delta=0\).

Suppose a wall exists. In an orthonormal basis of two vectors in the wall and its normal, the in-plane block of \(\Delta\) is zero:

\[
\Delta=\begin{pmatrix}0&0&\alpha\\0&0&\beta\\\alpha&\beta&\gamma\end{pmatrix}.
\]

The first two rows are proportional to each other, or one is zero, so \(\det\Delta=0\).

Conversely, let \(\det\Delta=0\). One eigenvalue is zero, and the zero trace makes the others \(\lambda\) and \(-\lambda\), with \(\lambda>0\). For their unit eigenvectors \(\mathbf p\) and \(\mathbf q\),

\[
\mathbf x^T\Delta\mathbf x
=\lambda[(\mathbf p\cdot\mathbf x)^2-(\mathbf q\cdot\mathbf x)^2]
=\lambda[(\mathbf p-\mathbf q)\cdot\mathbf x]\,[(\mathbf p+\mathbf q)\cdot\mathbf x].
\]

This vanishes on the planes normal to \(\mathbf p+\mathbf q\) and \(\mathbf p-\mathbf q\). On any other plane through the origin, each factor vanishes only along a line, so the product cannot vanish throughout. There are two walls, and in the undistorted coordinates they are perpendicular because \((\mathbf p+\mathbf q)\cdot(\mathbf p-\mathbf q)=1-1=0\).

The zero trace matters. The matrix \(\operatorname{diag}(1,2,0)\) has zero determinant, but its form \(x^2+2y^2\) vanishes only on the \(z\) axis.

## Why a twofold axis guarantees walls

Let a twofold rotation \(R\) about the unit vector \(\mathbf u\) exchange the states. Since \(R^2=1\), it takes \(\Delta\) to \(e^{(2)}-e^{(1)}\), so \(R\Delta R^T=-\Delta\). Taking determinants in three dimensions gives \(\det\Delta=-\det\Delta=0\).

The walls follow from the same relation. Because \(R^T\mathbf u=\mathbf u\), it gives \(\mathbf u^T\Delta\mathbf u=-\mathbf u^T\Delta\mathbf u=0\). For \(\mathbf x,\mathbf y\) perpendicular to \(\mathbf u\), both vectors change sign under \(R^T\), so \(\mathbf x^T\Delta\mathbf y=-\mathbf x^T\Delta\mathbf y=0\). Only elements linking \(\mathbf u\) to its perpendicular plane remain. With \(\mathbf w=\Delta\mathbf u\),

\[
\Delta=\mathbf u\mathbf w^T+\mathbf w\mathbf u^T,\qquad
\mathbf x^T\Delta\mathbf x=2(\mathbf u\cdot\mathbf x)(\mathbf w\cdot\mathbf x).
\]

The normals are \(\mathbf u\), fixed by symmetry, and \(\mathbf w\), which can depend on the strain values. The mirror normal to \(\mathbf u\) is \(-R\) and acts identically on strain, so it gives the same result.

## Cubic to tetragonal

For \(c\) along \(x\) and \(c\) along \(y\),

\[
\Delta=\operatorname{diag}(e_c,e_a,e_a)-\operatorname{diag}(e_a,e_c,e_a)
=\delta\operatorname{diag}(1,-1,0).
\]

Sapriel's equation is \(\delta(x^2-y^2)=0\). Since \(\delta\neq0\), the walls are \(x=-y\), with normal \([110]\), and \(x=y\), with normal \([1\bar10]\). Permuting the axes gives

- \(c\) along \(x\) and \(y\): \((110)\), \((1\bar10)\);
- \(c\) along \(x\) and \(z\): \((101)\), \((10\bar1)\);
- \(c\) along \(y\) and \(z\): \((011)\), \((01\bar1)\).

These are the six \(\{110\}\) planes. Eight proper rotations take the first state to the second: two twofold, four threefold and two fourfold. The two twofold axes are the two wall normals.

The opening numbers follow from \(\mathbf n=(\cos\phi,\sin\phi,0)\). The wall contains \(\mathbf t=(-\sin\phi,\cos\phi,0)\) and \(\hat{\mathbf z}\). As \(\Delta\hat{\mathbf z}=0\), the only nonzero in-plane element is

\[
\mathbf t^T\Delta\mathbf t=\delta(\sin^2\phi-\cos^2\phi)=-\delta\cos2\phi .
\]

Its magnitude is 0.01500 at 0°, 0.00750 at 30° and zero at 45°. It also vanishes at −45°, the second permissible wall. Wherever \(\cos2\phi\neq0\), a coherent wall needs additional elastic strain.

## A case with forbidden pairs

Let the low-symmetry strain be orthorhombic along the cube axes, \(\operatorname{diag}(a_1,a_2,a_3)\), with three different components. Their permutations give six strain states and 15 pairs.

Each state is linked to three others by exchanging two components. This makes \(6\times3/2=9\) pairs, each related by a twofold axis and each having two walls. Each state is linked to two others by a cyclic permutation, which makes \(6\times2/2=6\) pairs. For these,

\[
|\det\Delta|=|(a_1-a_2)(a_2-a_3)(a_3-a_1)|\neq0,
\]

and no stress-free planar wall exists. For components 0.010, −0.002 and −0.008, the determinant has magnitude \(0.012\times0.006\times0.018=1.296\times10^{-6}\). A numerical search over all normals leaves a mismatch of at least 0.267 of the norm of \(\Delta\), both measured as the root of the summed squares of the matrix elements. If two components become equal, the determinant vanishes and the tetragonal result returns.

## Lattice rotation and twin shear

Equal lengths in the wall do not make the crystal axes line up. Take the wall normal \(\mathbf n=(1,1,0)/\sqrt2\) and put \(\mathbf m=(1,-1,0)/\sqrt2\). Direct multiplication gives

\[
\Delta=\delta(\mathbf n\mathbf m^T+\mathbf m\mathbf n^T).
\]

The jump in displacement gradient must vanish on vectors in the wall, so it has the form \(\mathbf b\mathbf n^T\). Its symmetric part must be \(\Delta\), which gives \(\mathbf b=2\delta\mathbf m\). The antisymmetric part is

\[
\delta(\mathbf m\mathbf n^T-\mathbf n\mathbf m^T)
=\begin{pmatrix}0&\delta&0\\-\delta&0&0\\0&0&0\end{pmatrix}.
\]

A small rotation \(\theta\) about \(z\) has \(-\theta\) in the upper right position. Thus \(\theta=-\delta=-0.015\) rad, or −0.8594°, for the domain with \(c\) along \(x\) relative to the other.

The finite deformations \(F_1=\operatorname{diag}(c,a,a)/a_0\) and \(F_2=\operatorname{diag}(a,c,a)/a_0\) give

\[
C_1-C_2=\frac{c^2-a^2}{a_0^2}\operatorname{diag}(1,-1,0).
\]

The planes, labelled in cubic coordinates, are unchanged. The wall vector \(\mathbf m\) becomes parallel to \((c,-a,0)\) on one side and \((a,-c,0)\) on the other. Rotating the first onto the second requires

\[
\theta=\arctan\frac ac-\arctan\frac ca=90^\circ-2\arctan\frac ca=-0.8573^\circ,
\]

with \(c/a=1.01508\). For the wall \((1\bar10)\) the rotation is \(+0.8573^\circ\). Two homogeneous domains cannot satisfy both walls at once, since the required relative rotations differ by about 1.71°. A corner formed by these walls between two homogeneous domains therefore cannot be stress-free. The wedge that is a right angle in cubic coordinates becomes \(2\arctan(a/c)=89.14^\circ\) in one domain and \(2\arctan(c/a)=90.86^\circ\) in the other.

The relative deformation of the twins is \(D=R_wF_1F_2^{-1}\). Since \(R_wF_1-F_2=\mathbf b\mathbf n^T\), now with the finite \(\mathbf b\), we have \(D=1+\mathbf b\mathbf k^T\), where \(\mathbf k=F_2^{-T}\mathbf n\). Equal domain volumes give \(1=\det D=1+\mathbf k\cdot\mathbf b\), so \(\mathbf k\cdot\mathbf b=0\). This is a simple shear of size \(s=|\mathbf b||\mathbf k|\), and \(\operatorname{tr}D^TD=3+s^2\). The rotation cancels in

\[
D^TD=F_2^{-1}F_1^2F_2^{-1}
=\operatorname{diag}\left(\frac{c^2}{a^2},\frac{a^2}{c^2},1\right).
\]

Comparing traces, \(s^2=c^2/a^2+a^2/c^2-2=(c/a-a/c)^2\). For \(c>a\),

\[
s=\frac ca-\frac ac=0.02993,
\]

compared with the small-strain value \(2\delta=0.03000\).

The numerical check counts domains from explicit displacement patterns and finds the walls by searching over normals, without using the solved wall equations.

## Calculated quantities

```
operations in Pm-3m modulo doubled translations: 384
subgroup: |P_H|, cell ratio, orientation, antiphase, total
  I4/mcm: 16, 2, 3, 2, 6
  P4/mbm: 16, 2, 3, 2, 6
  P4mm: 8, 1, 6, 1, 6
  I4cm: 8, 2, 6, 2, 12
Landau A, B, K, C, g (reduced): -1.0, 1.03, 0.5, 100.0, 1.5
B_eff, K_eff (reduced): 1.0000, 0.5450
eta0^2, depth f (reduced): 1.0000, -0.2500
distinct Landau minima found: 6
strains e_a, e_c, delta: -0.0050, 0.0100, 0.0150
tetragonal strain states: 3
  walls for c along x and y: [1, 1, 0] [1, -1, 0]
  walls for c along x and z: [1, 0, 1] [1, 0, -1]
  walls for c along y and z: [0, 1, 1] [0, 1, -1]
permissible tetragonal wall planes: 6
rotations taking state x to y: twofold, threefold, fourfold = 2 4 2
orthorhombic strain components: [0.01, -0.002, -0.008]
orthorhombic states, pairs with walls, pairs without: 6 9 6
|det| of a pair without wall: 1.296e-06
its least mismatch / norm of strain difference: 0.267
normal 0 deg from [100]: mismatch 0.01500
normal 15 deg from [100]: mismatch 0.01299
normal 30 deg from [100]: mismatch 0.00750
normal 45 deg from [100]: mismatch 0.00000
cubic edge, a, c (angstrom): 4.00, 3.980, 4.040
c/a: 1.01508
rotation of state x, wall (110): -0.8573 deg
rotation of state x, wall (1-10): 0.8573 deg
small-strain rotation, wall (110): -0.8594 deg
twin shear, finite: 0.02993; small-strain: 0.03000
```
